# McLean Isotherm and Saturating Dopant Loss in an Oxide-Bounded Silicon Film

**Setting.** A silicon film of thickness \(d\) lies between two oxides, as in a silicon-on-insulator wafer. A shallow implant puts a donor dose \(Q\) (atoms per wafer area) into it. Each silicon–oxide interface has \(N_s\) sites per area at which a dopant can replace a silicon atom and is then electrically inactive. Both faces together offer \(M=2N_s\) sites. During a furnace anneal dopants diffuse and are trapped. The trapped dose \(S\) is the dose loss.

All trap sites are taken to be alike, each holds at most one dopant, trapped dopants do not interact, and nothing enters the oxides. Let \(g>0\) be the free energy released when a dopant in the film changes places with the silicon atom on a trap site. It includes vibrational terms but not the entropy of placement, which is counted below. The density of lattice sites is \(N_L\). Until part (f) the electrons are left out, which is justified when the film stays nearly intrinsic at the anneal temperature.

## (a) How full are the interface sites?

*A closed system has \(N_I\) interface sites, \(N_B\) bulk sites and \(N_D\) dopants. Relate the interface filling to the bulk dopant fraction.*

**Solution.** If \(S\) dopants are trapped (in this part \(S\) is a number), they can be placed in \(\binom{N_I}{S}\) ways and the others in \(\binom{N_B}{N_D-S}\) ways. Silicon fills every remaining site. Each trapped dopant lowers the energy by \(g\), so the statistical weight is

\[
W(S)=\binom{N_I}{S}\binom{N_B}{N_D-S}e^{Sg/kT}.
\]

Two ratios of binomials are needed:

\[
\frac{\binom{N_I}{S+1}}{\binom{N_I}{S}}=\frac{N_I-S}{S+1},\qquad
\frac{\binom{N_B}{m-1}}{\binom{N_B}{m}}=\frac{m}{N_B-m+1}.
\]

With \(m=N_D-S\) they give

\[
\frac{W(S+1)}{W(S)}=\frac{(N_I-S)(N_D-S)}{(S+1)(N_B-N_D+S+1)}\,e^{g/kT}.
\]

The right side falls as \(S\) grows, so \(W\) has a single peak, located where the ratio passes through one. For large numbers the added ones can be dropped. With the filling \(\theta=S/N_I\) and the bulk fraction \(x=(N_D-S)/N_B\), the peak condition is

\[
\boxed{\frac{\theta}{1-\theta}=\frac{x}{1-x}\,e^{g/kT}}
\]

This is the McLean isotherm. The factor \(1-\theta\) expresses the finite number of sites.

The peak can stand for the mean in a large system. Multiply the ratio above by its denominator and by \(W(S)\), then sum over \(S\). After relabelling \(S+1\to S\) on the left,

\[
\langle S(N_B-N_D+S)\rangle=e^{g/kT}\langle(N_I-S)(N_D-S)\rangle .
\]

Replacing averages of products by products of averages neglects the variance of \(S\), which grows in proportion to the size, beside terms that grow as its square. The error in \(\theta\) therefore falls as 1/size. For 60 interface sites, 6000 bulk sites, 50 dopants and \(e^{g/kT}=100\), the exact sum differs from the isotherm by \(1.2\times10^{-3}\) in \(\theta\). With all numbers ten times larger the difference is \(1.2\times10^{-4}\).

## (b) What dose is lost from a closed film?

*Take the dilute limit and find \(S\), now per wafer area, at equilibrium.*

**Solution.** With dopant concentration \(C\) in the film, \(x=C/N_L\). For \(x\ll1\) the factor \(1-x\) is replaced by one:

\[
\frac{\theta}{1-\theta}=\frac{C}{C_h},\qquad C_h=N_Le^{-g/kT},
\qquad\text{so}\qquad \theta=\frac{C}{C+C_h}.
\]

At \(C=C_h\) half the sites are filled.

The chemical potential of a dilute dopant is a constant plus \(kT\ln C\). Equilibrium requires it to be the same everywhere, so without an electric field \(C\) is uniform and the shape of the implant is forgotten. Dose conservation reads \(Q=Cd+S\). Inserting \(\theta=S/M\) and \(C=(Q-S)/d\) in the isotherm gives

\[
\frac{S}{M-S}=\frac{Q-S}{K},\qquad K=C_hd,
\]

or \((Q-S)(M-S)=KS\). Here \(K\) is the dose the film holds when the traps are half full. Multiplying out,

\[
S^2-BS+QM=0,\qquad B=Q+M+K .
\]

The discriminant is positive, so both roots are real:

\[
B^2-4QM=(Q-M)^2+2K(Q+M)+K^2>0 .
\]

To choose the root, consider \(p(S)=(Q-S)(M-S)-KS\). It equals \(QM>0\) at \(S=0\), and it is negative at both \(S=Q\) and \(S=M\), where only \(-KS\) survives. One root therefore lies below the smaller of \(Q\) and \(M\), the other above the larger. More dopants cannot be trapped than there are dopants or sites, so the lower root is the physical one:

\[
\boxed{S=\tfrac12\left[B-\sqrt{B^2-4QM}\right]}
\]

## (c) How does the loss saturate?

*Find the slope \(dS/dQ\) and the limits of small dose, large dose and strong trapping.*

**Solution.** Differentiate \((Q-S)(M-S)=KS\) with respect to \(Q\), writing \(S'=dS/dQ\):

\[
(1-S')(M-S)-(Q-S)S'=KS'
\;\Rightarrow\;
S'=\frac{M-S}{Q+M+K-2S}.
\]

The denominator is \((Q-S)+(M-S)+K\), a sum of positive terms. The loss thus rises with dose, but by less than one atom per added atom.

*Small dose.* When \(S\ll M\), the balance becomes \((Q-S)M\simeq KS\), hence \(S\simeq QM/(M+K)\). A fixed fraction is lost.

*Large dose.* Write the balance as \(M-S=KS/(Q-S)\). For \(Q\gg M,K\) the right side tends to \(KM/Q\), so

\[
S\simeq M\left(1-\frac{K}{Q}\right).
\]

The loss saturates at \(M\), with a deficit that falls only as \(1/Q\).

*Strong trapping.* As \(K\to0\) the balance becomes \((Q-S)(M-S)=0\), and the lower root is the smaller of \(Q\) and \(M\). All dopants are trapped until the sites run out.

*Half filling.* Setting \(S=M/2\) gives \(Q=M/2+K\): half the sites, plus the dose that must stay in the film to hold them half full.

## (d) Numbers for a thin film, and the case of a thick wafer

*Take a phosphorus-like donor at 1000 °C with \(d=50\) nm, \(Q=2.0\times10^{14}\) cm⁻², \(N_s=1.5\times10^{14}\) cm⁻², \(g=0.85\) eV and \(N_L=5.0\times10^{22}\) cm⁻³. Find the loss. Does the result carry over to a 500 µm wafer?*

**Solution.** With \(kT=0.1097\) eV,

\[
C_h=5.0\times10^{22}\,e^{-0.85/0.1097}=2.16\times10^{19}\ \text{cm}^{-3},
\]

and \(K=C_h\times5.0\times10^{-6}\) cm \(=1.08\times10^{14}\) cm⁻². With \(M=3.0\times10^{14}\) cm⁻², in units of \(10^{14}\) cm⁻²,

\[
B=2.00+3.00+1.08=6.08,
\]
\[
S=\tfrac12\left[6.08-\sqrt{6.08^2-4(2.00)(3.00)}\right]=1.24 .
\]

The loss is \(1.24\times10^{14}\) cm⁻², or 62% of the dose. The traps are 41% full, and \(7.6\times10^{13}\) cm⁻² remains in the film at \(C=1.52\times10^{19}\) cm⁻³. This film is far from saturation. For 90% filling this uncharged isotherm requires \(C=9C_h\), hence \(Q=0.9M+9K\simeq1.24\times10^{15}\) cm⁻², six times the example's dose. At that concentration, however, the film is far from intrinsic. The charged isotherm of part (f) reaches 90% filling already at about \(4.85\times10^{14}\) cm⁻².

At fixed \(g\), a cooler anneal lowers \(C_h\) and raises the equilibrium loss: \(1.47\times10^{14}\) cm⁻² at 900 °C, against \(1.02\times10^{14}\) cm⁻² at 1100 °C.

A thick wafer with one oxidized face has \(N_s\) sites instead of \(M\), and \(K=C_h\times0.05\) cm \(=1.08\times10^{18}\) cm⁻². The small-dose limit then gives

\[
S\simeq\frac{QN_s}{N_s+K}\simeq2.8\times10^{10}\ \text{cm}^{-2}.
\]

At true equilibrium almost everything has left the interface for the wafer's depth. With diffusivity \(D=10^{-14}\) cm²/s this takes a time of order \((0.05\ \text{cm})^2/D\), about 8000 years; even the decay time of the slowest diffusion mode, smaller by \(\pi^2\), is about 800 years. What matters in such a wafer is a passing state, in which the traps are in balance with the concentration \(C(0,t)\) beside them:

\[
S(t)=\frac{N_s\,C(0,t)}{C(0,t)+C_h}.
\]

The ceiling \(N_s\) still holds. Defining a depth \(L(t)=(Q-S)/C(0,t)\) restores the formula of part (b) with \(d\to L(t)\) and \(M\to N_s\), but \(L(t)\) has to come from a diffusion calculation. The equilibrium dose law by itself predicts the loss only for a closed layer thin enough to equilibrate during the anneal.

## (e) How does the shallow profile reach equilibrium?

*Assume constant \(D\) and traps in balance with the silicon beside them. Find the slowest relaxation times near equilibrium.*

**Solution.** Measure \(y\) from the middle of the film. At the face \(y=d/2\) the trapped dose grows by the arriving flux:

\[
\frac{\partial}{\partial t}\,\frac{N_sC}{C+C_h}
=\frac{N_sC_h}{(C+C_h)^2}\,\frac{\partial C}{\partial t}
=-D\,\frac{\partial C}{\partial y}.
\]

For small deviations \(c\) from the equilibrium value \(C\), the prefactor is a constant length,

\[
\ell=\frac{N_sC_h}{(C+C_h)^2}=23.9\ \text{nm}.
\]

Each face stores additional dopant as if it were 23.9 nm of extra silicon.

Odd solutions are \(c=\sin(ky)\,e^{-Dk^2t}\). With \(z=kd/2\), the face condition reads \(-\ell Dk^2\sin z=-Dk\cos z\), so \(\cot z=\ell k\). Even solutions \(c=\cos(ky)\,e^{-Dk^2t}\) give \(-\ell Dk^2\cos z=Dk\sin z\), so \(\tan z=-\ell k\). Since \(k=2z/d\),

\[
\cot z=\frac{2\ell}{d}z\ \ (\text{odd}),\qquad
\tan z=-\frac{2\ell}{d}z\ \ (\text{even}),\qquad
\tau=\frac{d^2}{4Dz^2}.
\]

The even root \(z=0\) is a uniform shift of \(C\), which would change the total dose, so it is excluded. With \(2\ell/d=0.957\) the lowest roots are \(z\simeq0.87\) and \(z\simeq2.04\), giving \(\tau\simeq820\) s (odd) and \(150\) s (even). The odd mode moves dopant from one face to the other. To first order it leaves the total \(S\) unchanged, because one face loses what the other gains. A small change of the total therefore decays with the even mode. A one-sided implant, however, excites the odd mode strongly. Because the isotherm is curved, the face that gains concentration traps less extra dopant than the other face gives up, so the odd mode lowers the total in proportion to the square of its amplitude. This second-order part decays in half the odd time, about 410 s, and so outlasts the even mode.

The full nonlinear problem was solved numerically for a Gaussian implant 10 nm deep with a spread of 5 nm and initially empty traps. The trapped doses, in \(10^{13}\) cm⁻², are:

| time | top | buried | sum |
|---|---|---|---|
| 1 min | 6.7 | 0.02 | 6.7 |
| 10 min | 8.1 | 3.4 | 11.5 |
| 60 min | 6.3 | 6.1 | 12.4 |

The top face overfills, reaching \(8.6\times10^{13}\) cm⁻² after about 250 s, and then falls towards \(6.2\times10^{13}\) cm⁻². Its filling follows the concentration next to it, which drops as the implant spreads towards the buried face. Between 6000 s and 9000 s the concentration difference between the faces decays at the odd-mode rate to within 1%.

These times are estimates. The implant peak, \(1.6\times10^{20}\) cm⁻³, is well above the intrinsic carrier density, where phosphorus diffuses faster than the constant \(D\) assumes.

## (f) What changes when the donor is charged?

*In the film the donor is a positive ion with a free electron. On a trap site it is neutral. Correct the isotherm.*

**Solution.** Trapping now consumes an ion and an electron. For nondegenerate electrons the chemical potentials are

\[
\mu_{\rm ion}=\mu_0+kT\ln\frac{C}{N_L},\qquad
\mu_e=E_i+kT\ln\frac{n}{n_i},\qquad
\mu_{\rm trap}=\varepsilon+kT\ln\frac{\theta}{1-\theta},
\]

where \(n_i\) is the intrinsic carrier density and \(E_i\) the intrinsic Fermi level. Setting \(\mu_{\rm trap}=\mu_{\rm ion}+\mu_e\), and identifying \(g=\mu_0+E_i-\varepsilon\) as the free energy released in an intrinsic film,

\[
\boxed{\frac{\theta}{1-\theta}=\frac{C}{C_h}\,\frac{n}{n_i}}
\]

The trapped donors are neutral, so the film is neutral by itself: \(n=p+C\), with \(p\) the hole density. Using \(np=n_i^2\) gives \(n^2-Cn-n_i^2=0\), whose positive root is

\[
n=\frac C2+\sqrt{\frac{C^2}{4}+n_i^2}.
\]

For \(C\ll n_i\), \(n\simeq n_i\) and part (b) returns. For \(C\gg n_i\), \(n\simeq C\), so \(\theta/(1-\theta)\simeq C^2/(C_hn_i)\). With \(C\simeq Q/d\) at large dose,

\[
M-S\simeq M\,\frac{C_hn_i\,d^2}{Q^2}.
\]

The ceiling \(M\) is unchanged, but the deficit now falls as \(1/Q^2\).

With a rough \(n_i=10^{19}\) cm⁻³ at 1000 °C, solving the isotherm together with \(Q=Cd+S\) gives \(C=1.14\times10^{19}\) cm⁻³ and \(n/n_i=1.72\). As a check, \(\theta/(1-\theta)=(1.14/2.16)(1.72)=0.91\), so \(\theta=0.476\) and \(S=1.43\times10^{14}\) cm⁻², 15% above the plain law. Direct minimization of the free energy over trapped dose and hole density gives the same \(S\) to within one part in \(10^5\). For other doses, with everything else fixed (all in \(10^{14}\) cm⁻²):

| \(Q\) | \(S\), plain | \(S\), charged |
|---|---|---|
| 0.5 | 0.36 | 0.37 |
| 2 | 1.24 | 1.43 |
| 5 | 2.17 | 2.73 |
| 20 | 2.82 | 2.99 |

In the last row the film holds about \(3\times10^{20}\) cm⁻³. There the electrons are degenerate and dopant clustering is likely, so that row shows the trend of the model rather than a prediction.

## (g) How far can the number be trusted?

*Estimate the other neglected effects, each as a change from the plain \(S=1.24\times10^{14}\) cm⁻², and compare the model with real films.*

**Solution.**

*Repulsion between trapped dopants.* A mean-field energy \(\tfrac12wS^2/M\) per area costs \(w\theta\) for each added dopant, which replaces \(C_h\) by \(C_he^{w\theta/kT}\). An assumed \(w=0.10\) eV lowers \(S\) by 10%.

*Cooling.* If \(D\propto e^{-E/kT}\) with a rough \(E=3.7\) eV, \(D\) falls by a factor \(e\) over \(kT^2/E\simeq38\) K. At 10 K/min, cooling therefore adds the equivalent of about 230 s at 1000 °C. This is comparable with the 150 s of the even mode, so the film follows the falling temperature in part. The equilibrium loss 38 K below the anneal temperature is 7% higher. Solving the diffusion problem along the ramp gives a rise of only 3% after the first 38 K, but trapping from the silicon near the faces goes on while \(D\) dies away: the rise is 8% after 100 K and about 10% at the end. At 10 K/s the added time is about 4 s and the rise is about 1.5%.

*Loss into the oxide.* For a fixed surface concentration \(C_{\rm ox}\), the profile \(C_{\rm ox}\,\mathrm{erfc}(y/2\sqrt{D_{\rm ox}t})\), with \(y\) now the depth into the oxide, integrates to \(2C_{\rm ox}\sqrt{D_{\rm ox}t/\pi}\) per face. With rough values \(C_{\rm ox}=C/10\) and \(D_{\rm ox}=10^{-17}\) cm²/s, both faces take up \(6.5\times10^{11}\) cm⁻² in one hour, 0.5% of \(S\).

*Small terms.* Keeping \(1-x\) changes \(S\) by 0.01%. Electron degeneracy shifts \(\ln(n/n_i)\) by about 0.02 at the example's dose.

*The trapping energy.* At fixed \(Q\), \(M\) and \(d\), the plain \(S\) depends on \(g\) and \(T\) through \(C_h\) alone. The 1100 °C value, \(C_h=3.80\times10^{19}\) cm⁻³, would also result at 1000 °C if \(g\) were smaller by \(kT\ln(3.80/2.16)=0.06\) eV. That small change lowers \(S\) by 18%, and the same increase of \(g\) raises it by 16%. This is as large as the charge correction of part (f), which itself depends on the rough \(n_i\): it is 15% for \(n_i=10^{19}\) cm⁻³ and 19% for \(7\times10^{18}\) cm⁻³.

*Real films.* Phosphorus and arsenic do collect at silicon–oxide interfaces, with losses that can reach roughly \(10^{14}\) cm⁻². The chosen \(N_s\) is about a fifth of the roughly \(7\times10^{14}\) atoms per cm² in a (100) silicon plane. It and \(g\) are round values of plausible size, and both depend on how the interface was made. A film of 50 nm is realistic, but one hour at 1000 °C is long beside the anneals of seconds or less used for modern shallow junctions. In a 50 nm film with the intrinsic \(D\) such anneals stop well short of equilibrium: in the uncharged model, even one minute at 1000 °C gives only 54% of the final loss. Thinner films and hotter anneals come much closer. With the same dose and traps, an implant 3 nm deep with a spread of 1.5 nm in a 10 nm film reaches 87% of its equilibrium loss in 5 s at 1050 °C, with \(D\) scaled by \(E=3.7\) eV. High doping and implant damage speed diffusion further. For donors in a film annealed to equilibrium, the assumption broken most clearly is that of intrinsic conditions, which moves the example from \(1.24\) to \(1.43\times10^{14}\) cm⁻². Boron tends to enter the oxide, so for boron the neglect of oxide uptake would have to be reconsidered first.

## Table of computed values

```
temperature 1273.15 K, kT = 0.10971 eV
release free energy g = 0.85 eV, N_L = 5.0e+22 cm^-3
film thickness d = 50 nm, D = 1.0e-14 cm2/s
dose Q = 2.00e+14 cm^-2, sites per face = 1.50e+14 cm^-2
total sites M = 3.00e+14 cm^-2
half-filling concentration C_h = 2.1589e+19 cm^-3
K = C_h d = 1.0795e+14 cm^-2, B = 6.0795e+14 cm^-2
dose loss S = 1.2397e+14 cm^-2 = 61.99 % of dose
filling = 0.4132, retained C = 1.5205e+19 cm^-3
retained dose = 7.6026e+13 cm^-2
marginal loss dS/dQ = 0.4890
low-dose lost fraction M/(M+K) = 0.7354
dose for half filling = 2.5795e+14 cm^-2
counting error in filling, 60 sites: 1.18e-03
counting error in filling, 600 sites: 1.17e-04
dose (cm^-2) | S plain (cm^-2) | S with charge (cm^-2)
  5.0e+13 | 3.551e+13 | 3.678e+13
  1.0e+14 | 6.823e+13 | 7.324e+13
  2.0e+14 | 1.240e+14 | 1.429e+14
  5.0e+14 | 2.171e+14 | 2.728e+14
  1.0e+15 | 2.617e+14 | 2.968e+14
  2.0e+15 | 2.823e+14 | 2.994e+14
temperature (C) | C_h (cm^-3) | equilibrium S (cm^-2)
  900 | 1.115e+19 | 1.467e+14
  1000 | 2.159e+19 | 1.240e+14
  1100 | 3.796e+19 | 1.021e+14
implant: depth 10 nm, spread 5 nm, peak 1.63e+20 cm^-3
anneal time (min) | top face | buried face | sum (cm^-2)
  1 | 6.711e+13 | 1.763e+11 | 6.729e+13
  10 | 8.112e+13 | 3.388e+13 | 1.150e+14
  60 | 6.259e+13 | 6.138e+13 | 1.240e+14
top face maximum 8.590e+13 cm^-2 at 252 s; final 6.199e+13 cm^-2
storage length per face = 23.92 nm
relaxation time: odd mode 818 s, even mode 150 s
500 um wafer: final S = 2.78e+10 cm^-2, time scale 7.9e+03 years
charge coupling (n_i = 1.0e+19 cm^-3): S = 1.4294e+14 cm^-2, change +15.3 %
  with it C = 1.141e+19 cm^-3, n/n_i = 1.722
electron degeneracy: shift of ln(n/n_i) term = 0.024
bulk site exclusion: change of S +0.0091 %
repulsion 0.10 eV at full filling: S = 1.111e+14 cm^-2, change -10.4 %
oxide uptake in 1 h (D_ox 1e-17 cm2/s, Si/oxide ratio 10): 6.51e+11 cm^-2
cooling at 10 K/min: D falls by e in 37.8 K, equivalent time at 1000 C 227 s
equilibrium S that much colder = 1.326e+14 cm^-2, change +6.9 %
```
